# Opposite-Spin MP2 by Laplace Quadrature and Density Fitting

A second-order correlation energy contains two powers of the electron repulsion. Each repulsion integral is an energy, so the product must be divided by one excitation energy. Starting from Hartree-Fock, two electrons are promoted at this order from occupied orbitals $i,j$ to empty orbitals $a,b$, so the integrals available are $(ia|jb)$ and $(ib|ja)$. Up to relabelling, their products are $(ia|jb)^2$ and $(ia|jb)(ib|ja)$. Electron repulsion conserves each electron's spin, and for two electrons of opposite spin this removes the second product. What remains is

$$
E_{\rm OS}=-\sum_{ijab}\frac{(ia|jb)^2}{g_{ia}+g_{jb}},\qquad g_{ia}=\varepsilon_a-\varepsilon_i .
$$

The prefactor is derived below. Here $i,j$ are occupied and $a,b$ virtual spatial orbitals of a closed-shell molecule. They are real canonical restricted Hartree-Fock (RHF) orbitals with energies $\varepsilon$, and all gaps $g$ are positive. The integral $(ia|jb)$ is the Coulomb interaction of the charge distributions $\phi_i\phi_a$ and $\phi_j\phi_b$. Hartree atomic units are used, with barriers in eV.

## Two excitations by hand

Take one occupied orbital and two virtual orbitals. There are two excitations, with gaps $g_1$ and $g_2$. Suppose that a single fitting function describes both charge distributions, so that $K_{mn}=B_mB_n$, where $m,n$ label excitations. The conventional sum is

$$
E=-\left[\frac{B_1^4}{2g_1}+\frac{2B_1^2B_2^2}{g_1+g_2}+\frac{B_2^4}{2g_2}\right].
$$

The integrals factorize, but the denominator $g_1+g_2$ ties the two excitations together. For $x>0$ the Laplace identity

$$
\frac1x=\int_0^\infty e^{-xt}\,dt
$$

turns the sum in the denominator into a product of exponentials:

$$
E=-\int_0^\infty\left(B_1^2e^{-g_1t}+B_2^2e^{-g_2t}\right)^2dt .
$$

Expanding the square and integrating its three terms restores the conventional sum. The double sum over excitations has become the square of a single sum.

Now replace the integral by one node, $1/x\approx we^{-xt}$. Matching the value and slope of $1/x$ at $x_0$ gives $t=1/x_0$ and $w=e/x_0$. Choose $g_1=g$, $g_2=3g$, $B_1^2=B_2^2=K$ and $x_0=4g$. The conventional result is

$$
E=-\frac{K^2}{g}\left(\frac12+\frac24+\frac16\right)=-\frac76\frac{K^2}{g}.
$$

The one-node result is

$$
E_1=-\frac{e}{4g}K^2\left(e^{-1/4}+e^{-3/4}\right)^2
=-\frac{K^2}{2g}\left(1+\cosh\frac12\right),
$$

or about $-1.064K^2/g$. Its magnitude is about 9% too small. If all denominators were equal to $x_0$, one node would suffice without error; the spread of denominators is what calls for more nodes.

## The prefactor and the role of spin

In spin orbitals $I,J,A,B$ the MP2 energy is

$$
E_{\rm MP2}=-\frac14\sum_{IJAB}
\frac{[(IA|JB)-(IB|JA)]^2}{\varepsilon_A+\varepsilon_B-\varepsilon_I-\varepsilon_J}.
$$

Let $I$ have spin up and $J$ spin down. If $A$ is up and $B$ down, only the first integral survives. If $A$ is down and $B$ up, only the second survives, and exchanging the summation labels $a,b$ makes its contribution equal to the first. Reversing the spins of $I$ and $J$ doubles the count. Four equal contributions cancel the factor $1/4$ and give the formula for $E_{\rm OS}$.

Same-spin pairs retain both integrals. Their cross term contains $(ia|jb)(ib|ja)$, which in fitted form is

$$
\sum_{PQ}B^P_{ia}B^P_{jb}B^Q_{ib}B^Q_{ja}.
$$

The four orbital labels form a closed chain, so the sum does not split into one factor for $ia$ and another for $jb$. The construction below therefore treats opposite-spin pairs. The scaled energy is

$$
E_{\rm SOS}=E_{\rm RHF}+c\,E_{\rm OS},\qquad c=1.3 .
$$

The factor $c$ is empirical. It does not follow from the Laplace transform or from density fitting.

## Density fitting in general

Write $\rho_{ia}=\phi_i\phi_a$ and approximate it by $\tilde\rho_{ia}=\sum_Pc^P_{ia}\chi_P$, with auxiliary functions $\chi_P$. Minimizing the Coulomb self-energy of the residual $r_{ia}=\rho_{ia}-\tilde\rho_{ia}$ gives

$$
\sum_Q(P|Q)c^Q_{ia}=(P|ia).
$$

Factor the positive definite matrix as $(P|Q)=(LL^T)_{PQ}$ and define $B=L^{-1}(P|ia)$. Since $(LL^T)^{-1}=L^{-T}L^{-1}$, the fitted integrals are

$$
\tilde K_{ia,jb}=\sum_PB^P_{ia}B^P_{jb}.
$$

The fitting equations say that $(P|r_{ia})=0$ for every $P$. The mixed terms between fitted densities and residuals therefore vanish, and

$$
K_{ia,jb}=\tilde K_{ia,jb}+(r_{ia}|r_{jb}).
$$

The last matrix is positive semidefinite, because the Coulomb self-energy of any real charge distribution is nonnegative.

This fixes the sign of the fitting error. At a given $t$, let $M$ be diagonal with elements $e^{-g_{ia}t/2}$. Set $A=MKM$, $F=M\tilde KM$ and $S=A-F$. Both $F$ and $S$ are positive semidefinite, so

$$
{\rm Tr}A^2={\rm Tr}F^2+2\,{\rm Tr}(FS)+{\rm Tr}S^2\ge{\rm Tr}F^2,
$$

where ${\rm Tr}(FS)={\rm Tr}(F^{1/2}SF^{1/2})\ge0$. Since $E_{\rm OS}=-\int_0^\infty{\rm Tr}A^2\,dt$, fitting makes the opposite-spin energy less negative or leaves it unchanged. This holds for the same orbitals and exact integration over $t$. A barrier is a difference of two such energies, so its fitting error may have either sign.

## The Laplace contraction

Replace the time integral by nodes $t_q$ and weights $w_q$. In terms of the fitted tensor,

$$
E_{\rm OS}\approx-\sum_qw_q\sum_{iajb}\sum_{PQ}
B^P_{ia}B^P_{jb}B^Q_{ia}B^Q_{jb}
e^{-(g_{ia}+g_{jb})t_q}.
$$

Collecting the factors that carry $ia$ gives

$$
X^q_{PQ}=\sum_{ia}B^P_{ia}B^Q_{ia}e^{-g_{ia}t_q}.
$$

The factors that carry $jb$ form the same matrix. Hence

$$
E_{\rm OS}\approx-\sum_qw_q\sum_{PQ}(X^q_{PQ})^2 .
$$

With $B$ stored as a matrix, fitting functions by excitations, the core of an implementation is:

```
energy = 0
for each node t and weight w:
    Y = B * exp(-gap*t/2)   # scale each column
    X = Y @ Y.T
    energy -= w * sum(X*X)
```

The half exponent in $Y$ is needed because $Y$ appears twice in $X$.

For $o$ occupied orbitals, $v$ virtual orbitals, $N_{\rm aux}$ fitting functions and $n$ nodes, forming $X$ takes $nN_{\rm aux}^2ov$ multiplications. Assembling all fitted integrals takes $(ov)^2N_{\rm aux}$. If all orbital dimensions grow in proportion to system size $N$ and $n$ stays fixed, these counts grow as $N^4$ and $N^5$.

## An error bound before the energy is known

Define the scalar relative error

$$
\eta(x)=1-x\sum_qw_qe^{-xt_q},
$$

and let $\delta$ be the maximum of $|\eta|$ for $2g_{\min}\le x\le2g_{\max}$. Denote by $E_q$ the quadrature energy and by $E_{\rm DF}$ the fitted energy with explicit denominators. With $x=g_{ia}+g_{jb}$,

$$
E_q-E_{\rm DF}=\sum_{iajb}\frac{\tilde K_{ia,jb}^2}{x}\eta(x),
\qquad |E_q-E_{\rm DF}|\le\delta|E_{\rm DF}|.
$$

The bound works because all terms of $E_{\rm DF}$ have the same sign. For a barrier between structures 1 and 2 the triangle inequality gives a quadrature error of at most $c\delta(|E_{{\rm DF},1}|+|E_{{\rm DF},2}|)$.

In the hand example $\eta(2g)=1-\frac12e^{1/2}\approx0.176$, $\eta(4g)=0$ and $\eta(6g)=1-\frac32e^{-1/2}\approx0.090$. The three terms carry fractions $3/7$, $3/7$ and $1/7$ of the energy, and the weighted average reproduces the 9% error.

Dimensions also fix how a rule is transferred. If every denominator is multiplied by $\lambda$, dividing all nodes and weights by $\lambda$ leaves $\eta$ unchanged. For a given number of nodes, the best attainable $\delta$ thus depends on the ratio $R=g_{\max}/g_{\min}$, not on the energy unit.

## Two quadrature rules

The first rule has an error bound known in advance. Put $t=e^s$:

$$
1=\int_{-\infty}^{\infty}f(s)\,ds,\qquad f(s)=xe^s e^{-xe^s}.
$$

The substitution $u=xe^s$ gives the Fourier transform

$$
\int f(s)e^{-i\omega s}ds=x^{i\omega}\Gamma(1-i\omega).
$$

By Poisson summation, an infinite trapezoidal sum of step $h$ equals the sum of this transform at $\omega=2\pi m/h$. The term $m=0$ is the wanted integral. The others are bounded by

$$
a(h)=2\sum_{m\ge1}\sqrt{\frac{\pi y_m}{\sinh(\pi y_m)}},\qquad y_m=\frac{2\pi m}{h},
$$

since $|\Gamma(1+iy)|^2=\pi y/\sinh(\pi y)$. For small $h$ the leading term is $(4\pi/\sqrt h)e^{-\pi^2/h}$. Three terms are kept in the numbers below; the fourth carries the factor $e^{-4\pi^2/h}$ and is negligible at the steps used.

The sum must also be cut off. If $s_1$ is the first node, the omitted left tail is at most

$$
hx\sum_{k\ge1}e^{s_1-kh}=\frac{hxe^{s_1}}{e^h-1}.
$$

On the right, $f'=f(1-xe^s)$, so $f$ decreases once $xe^s\ge1$. The tail beyond the last node $s_N$ is then at most $\int_{s_N}^\infty f\,ds=e^{-xe^{s_N}}$. Choosing $s_1$ at the largest $x$ and $s_N$ at the smallest so that neither tail exceeds $a(h)$ gives $\delta\le3a(h)$.

The second rule is more economical. For trial nodes, the weights that minimize the sum of $\eta^2$ over sample denominators follow from linear least squares. The remaining minimization runs over $\ln t_q$, which keeps the nodes positive. A dense scan afterwards gives $\delta$. This rule is a least-squares fit, not the smallest possible maximum error.

## Convergence for ammonia

The barrier is the umbrella inversion of ammonia, whose saddle is fixed by its planar symmetry. RHF/6-31++G** optimization gives N-H lengths of 1.000 Å in the pyramid and 0.988 Å in the planar structure. Hessians at that level confirm a minimum and a saddle with one imaginary mode. Energies use aug-cc-pVDZ with the nitrogen 1s orbital frozen.

Both structures share one quadrature rule on the range 0.857 to 9.475 hartree, a ratio of 11.05. For the fitted rules, $\delta$ and the quadrature error of the pyramidal $E_{\rm OS}$ are:

| Nodes | $\delta$ | Error / microhartree |
|---:|---:|---:|
| 1 | $3.6\times10^{-1}$ | $-29636$ |
| 3 | $2.8\times10^{-3}$ | $-13.7$ |
| 5 | $2.0\times10^{-5}$ | $-0.117$ |
| 7 | $1.3\times10^{-7}$ | $+0.0007$ |

At seven nodes the bound is $1.258\times10^{-7}\times0.15231$ hartree, or 0.019 microhartree, and the actual error lies well below it. Six nodes happen to give a smaller energy error, 0.00004 microhartree, although their $\delta$ is larger. The relative energy error is a weighted average of $\eta$, which can nearly vanish when $\eta$ changes sign. The barrier shows the same irregularity: its error is 0.004 meV with three nodes and $-0.008$ meV with four. One small energy error is therefore weaker evidence of convergence than a small $\delta$.

With both tails set to $a(h)$, the trapezoidal rule uses 45 nodes at $h=0.5$ for a guaranteed bound of $1.4\times10^{-7}$, close to the scanned $\delta$ of seven fitted nodes. The accuracy at a fixed number of nodes depends on the range. Six nodes, refitted for each range, give $\delta=1.0\times10^{-6}$, $5.1\times10^{-4}$ and $7.7\times10^{-3}$ for $R=10$, 100 and 1000, with sample denominators clustered at the ends of the range; a uniform logarithmic sample roughly doubles these values. As a gap closes, the quadrature needs more nodes, and MP2 itself can diverge, which no quadrature repairs.

With seven nodes, density fitting is a larger source of error than the quadrature. It raises the pyramidal $E_{\rm OS}$ by 66.9 microhartree, or 0.044% of its magnitude; a larger fitting basis reduces this to 8.8. The two structures have nearly equal errors, so the barrier changes by only $-0.003$ meV.

The seven-node contraction does not save work for this molecule. With $ov=180$ and $N_{\rm aux}=141$, the ratio of multiplications is $7\times141/180=5.5$ in favour of assembling the integrals. If $o$, $v$ and $N_{\rm aux}$ all grew in proportion at fixed $n$, the counts would cross at about 5.5 times this size. That is an operation count, not a timing.

## Reading the barrier

The conventional opposite-spin energies are $-0.152382$ hartree for the pyramid and $-0.152018$ for the planar structure, so $E_{\rm OS}$ raises the barrier by 0.364 millihartree. With the RHF difference of 8.082 millihartree,

$$
\Delta E_{\rm SOS}=8.082+1.3\times0.364=8.555\ \text{millihartree}=0.2328\ {\rm eV}.
$$

The Laplace and fitted result is also 0.2328 eV, or 22.5 kJ/mol. In the same basis and at the same geometries, RHF gives 0.2199, MP2 0.2191 and CCSD(T) 0.2368 eV. CCSD(T) is a higher computed level, but it still has a finite basis and truncated correlation.

SOS-MP2 lies 4.0 meV below CCSD(T), yet not because scaling imitates the missing same-spin term. Unscaled opposite-spin correlation raises the RHF barrier by 9.9 meV, while same-spin correlation lowers it by 10.8 meV. The factor 1.3 pushes the barrier further up, away from MP2. The agreement for this one barrier does not establish accuracy for others, and 4.0 meV is smaller than the basis and geometry shifts listed below.

Ammonia is a nitrogen source in nitride deposition, and 600 K is taken here as a rough process temperature; some processes run much hotter. Inversion is not a growth step, and a surface can change both the path and the barrier by an amount not computed here. For the free molecule, the largest neglected effect sized is the harmonic zero-point shift, about 20% of the barrier: $-47$ meV at RHF/6-31++G** and $-45$ meV at RHF/aug-cc-pVDZ. An aug-cc-pVTZ calculation, with fitting also in its RHF step, shifts the barrier by $-6$ meV, and aug-cc-pVQZ shifts it by about $-12$ meV, so the barrier is not converged in the basis. Relaxing the geometries at SOS-MP2 level shifts it by $+3$ meV in the 6-31++G** basis, but by about $+13$ meV in aug-cc-pVDZ, the basis of the quoted energies, where the pyramid is more bent. Anharmonicity and core correlation are not included.

Tunnelling acts on the rate. For a parabolic barrier, take the standard transmission probability $1/(1+e^{-2\pi z/u})$, where $z$ is the energy above the top divided by $k_BT$ and $u=\hbar\omega/k_BT$. Its thermal average is

$$
\kappa=\int_{-\infty}^{\infty}\frac{e^{-z}\,dz}{1+e^{-2\pi z/u}}
=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .
$$

With $p=u/2\pi$, the substitution $v=e^{-2\pi z/u}$ turns it into $p\int_0^\infty v^{p-1}/(1+v)\,dv=\pi p/\sin(\pi p)$, and $\pi p=u/2$. The saddle's imaginary wavenumber of 849 cm$^{-1}$ at RHF/6-31++G** gives $\kappa=1.20$ at 600 K; the SOS-MP2/aug-cc-pVDZ value of 843 cm$^{-1}$ gives 1.19. This factor is only a rough size. The formula assumes a continuum of incoming energies, whereas a quartic double well with this barrier and curvature holds only two pairs of levels below the top, about 1000 cm$^{-1}$ apart against $k_BT=417$ cm$^{-1}$. The 4.0 meV difference from CCSD(T) corresponds to a rate factor of 1.08 at that temperature. Both exceed any effect of the seven-node quadrature, whose barrier error is about $10^{-5}$ meV. The full convergence data are in the numerical output.

## Numbers as computed

```
pyramidal: N-H 1.0000 angstrom, HNH 108.79 deg
planar: N-H 0.9879 angstrom, HNH 120.00 deg
basis aug-cc-pvdz; fitting basis aug-cc-pvdz-ri; frozen orbitals 1
ov pairs 180; fitting functions 141
denominators 0.85733 to 9.47545 Eh; ratio 11.052
pyramidal: RHF -56.20549315 Eh; E_OS conventional -0.15238152, fitted -0.15231466 Eh
planar: RHF -56.19741082 Eh; E_OS conventional -0.15201755, fitted -0.15195079 Eh
pyramidal fitting error 66.854 uEh; larger fitting basis 8.838 uEh
fitted rules: nodes, delta, pyramidal error/uEh, barrier error/meV
  1  3.619e-01  -29636.00183  +3.499e+00
  2  3.226e-02  +1054.29338  -1.871e-01
  3  2.836e-03  -13.72032  +3.791e-03
  4  2.393e-04  +1.51014  -8.309e-03
  5  1.963e-05  -0.11664  +1.705e-03
  6  1.582e-06  +0.00004  -1.887e-04
  7  1.258e-07  +0.00068  +1.057e-05
7-node contraction / integral-assembly multiplications 5.483
trapezoid: step, nodes, total bound, scanned delta, error/uEh
  1.5  6  4.281e-02  2.010e-02  +1055.09696
  1.0  13  1.950e-03  9.613e-04  +35.88467
  0.7  24  3.392e-05  2.146e-05  +0.72754
  0.5  45  1.426e-07  9.264e-08  +0.00285
6 fitted nodes, range ratio 10: delta 1.029e-06
6 fitted nodes, range ratio 100: delta 5.113e-04
6 fitted nodes, range ratio 1000: delta 7.712e-03
barrier RHF: 0.219932 eV
barrier SOS-MP2 conventional: 0.232807 eV
barrier SOS-MP2 Laplace-DF: 0.232804 eV
barrier MP2: 0.219051 eV
barrier CCSD(T): 0.236827 eV
SOS-MP2 barrier conversion: 22.462 kJ/mol
barrier density-fitting error: -0.00307 meV
aug-cc-pVTZ SOS-MP2: 0.226739 eV; rule delta 2.091e-05
basis shift: -6.065 meV
geometry relaxation shift: +3.246 meV
harmonic zero-point shift: -47.497 meV
SOS-MP2 minus CCSD(T): -4.023 meV
saddle imaginary wavenumber: 848.54 cm^-1
temperature 600 K; kT 51.704 meV
parabolic tunnelling factor: 1.1959
rate factor from SOS/CCSD(T) difference: 1.0809
```
